Why self-consistent forces converge as the square root of the energy

Q: I run plane-wave calculations for structures I measure. In the self-consistency loop the total energy settles to six decimals while the forces still move in the fourth. Both come from the same density. Why do they behave so differently?

A: The total energy is at a minimum with respect to the orbitals, so a small error in the density changes it only in second order. The force is not at a minimum of anything. It is an average over the density, and it inherits the density error in first order. If the density error has size s, the energy error goes as s² and the force error as s. Hence the force error goes as the square root of the energy error, as long as the density error keeps its shape while it shrinks.

Q: Let me see that for the force first. What exactly is being computed?

A: Take fixed ions, spin-paired electrons, a gap between occupied and empty states, and local ionic potentials. I use Hartree atomic units and write ⟨a|b⟩ for the integral of a times b over the cell. The electronic energy is

E = T + ⟨v|n⟩ + W[n].

Here T is the orbital kinetic energy, n the electron density, v the ionic potential, and W the Hartree plus exchange-correlation energy. The repulsion between ions does not depend on n, so it drops out of every error below.

Let X be one coordinate of one ion, and let g = ∂v/∂X. At self-consistency the orbitals make E stationary, and plane waves do not move with the ions. Only the explicit dependence of v on X then survives in the derivative, which gives the Hellmann-Feynman force

F = −dE/dX = −⟨g|n⟩.

Before self-consistency, a program that adds no correction to the force evaluates the same expression with the current output density n = n* + Δn, where n* is the converged density. Subtracting the converged force gives

ΔF = −⟨g|Δn⟩.

This is linear in Δn with no approximation. Symmetry can make it vanish: if an ion sits at an inversion centre and Δn is symmetric about it, the two sides pull equally. Without such a reason the linear term stays.

Q: And why does the linear term vanish for the energy?

A: Assume that each cycle solves its eigenvalue problem fully, so that the orbitals in hand are the ground state of independent electrons in some potential u. Their band energy is

B = T + ⟨u|n⟩.

B is a minimum over the orbitals, so when u changes by du, the orbital changes contribute nothing in first order, and dB = ⟨n|du⟩. Differentiating B term by term gives

dB = dT + ⟨du|n⟩ + ⟨u|dn⟩.

Equating the two expressions leaves dT = −⟨u|dn⟩. Now let V[n] = δW/δn, so that dW = ⟨V[n]|dn⟩. Then

dE = −⟨u|dn⟩ + ⟨v|dn⟩ + ⟨V[n]|dn⟩ = ⟨v + V[n] − u|dn⟩.

Self-consistency means that u equals v + V[n]. At that point the bracket is zero for every dn, and so is the first-order energy change.

Q: What is left in second order?

A: Let u differ from its converged form by a small w. The density responds as Δn = χ₀w, where χ₀ is the response of independent electrons. Let K = δV/δn be the Hartree-exchange-correlation kernel. To first order the bracket becomes

v + V[n] − u = KΔn − w = (K − χ₀⁻¹)Δn = AΔn, with A = K − χ₀⁻¹.

The inverse is taken within the density changes that χ₀ can produce. Now switch the error on gradually, with sw in place of w and s running from 0 to 1. The density error is then sΔn and the bracket is sAΔn, so

dE/ds = s⟨Δn|A|Δn⟩.

The integral of s from 0 to 1 is one half, and therefore

ΔE = ½⟨Δn|A|Δn⟩,

with corrections of third order. If the converged state is a stable minimum, A is positive and ΔE cannot be negative at this order.

Q: So the energy error is the stiffness of the electrons times the square of their displacement, as for a spring?

A: Yes, and the force error reads that displacement directly. The comparison also yields the factor in the square-root law. Define y by Ay = g. Since A is symmetric, ⟨g|Δn⟩ = ⟨y|A|Δn⟩. Positivity of A means that for every real number t

⟨Δn − ty|A|Δn − ty⟩ = ⟨Δn|A|Δn⟩ − 2t⟨y|A|Δn⟩ + t²⟨y|A|y⟩ ≥ 0.

A quadratic in t that never becomes negative has no two distinct real roots, so

⟨y|A|Δn⟩² ≤ ⟨y|A|y⟩⟨Δn|A|Δn⟩.

The left side is (ΔF)². The last factor is 2ΔE. Calling the remaining factor k = ⟨y|A|y⟩ = ⟨g|y⟩, we have

|ΔF| ≤ √(2kΔE).

Q: Does k mean anything I could measure or compute?

A: It is the amount by which the electrons soften the ion's force constant. Apply a small external potential p. The electrons feel p plus the change of their own potential, so

Δn = χ₀(p + KΔn).

Multiplying by χ₀⁻¹ and collecting terms gives −AΔn = p, or Δn = −A⁻¹p. The full response is therefore χ = −A⁻¹, and

k = ⟨g|A⁻¹|g⟩ = −⟨g|χ|g⟩.

When the ion moves, v changes by g per unit displacement, and the converged density follows as dn*/dX = χg. Differentiating dE/dX = ⟨g|n*⟩ once more gives

d²E/dX² = ⟨∂²v/∂X²|n*⟩ + ⟨g|χ|g⟩ = ⟨∂²v/∂X²|n*⟩ − k.

The first term is the electronic force constant with the density frozen. Letting the density relax lowers it by k. Electrons that follow an ion easily give a large k, and then a small energy error can hide a large force error.

Q: Is the bound ever reached, or is it just a cautious limit?

A: It is reached, to leading order, by a density error you meet when an ion is moved. Suppose the orbitals were converged with the ion at X + h, and you evaluate energy and force at X before updating them. Then Δn = hχg. Using Aχ = −1,

ΔE = ½h²⟨χg|A|χg⟩ = −½h²⟨χg|g⟩ = ½kh²,

ΔF = −h⟨g|χg⟩ = kh.

Eliminating h gives |ΔF| = √(2kΔE). Orbitals carried over unchanged from a geometry that differs only in the coordinate X are thus the worst case for the force on that coordinate.

Q: I would like numbers. Can you do this for something small?

A: Take a periodic cube of edge 7 bohr with four electrons and two rigid Gaussian ions. Ion A has charge 3 and width 0.8 bohr; ion B has charge 1 and width 0.5 bohr and sits 2.9 bohr away along x. These are round model parameters, not a material. The orbitals use 251 plane waves up to 6 Ha at the Gamma point, and W contains the Hartree energy and Slater exchange, without correlation. The gap is 0.067 Ha. Basis and k-point errors are a separate matter: here the converged solution of this same finite model is the reference.

Let X be the x coordinate of ion B. Converging the density at X ± 0.01 bohr and taking the central difference gives dn*/dX, and from it

k = −⟨g|dn*/dX⟩ = 0.191 Ha/bohr².

For orbitals left over from h = 0.01 bohr, the formulas give

ΔE = ½ × 0.191 × (0.01)² = 9.6×10⁻⁶ Ha,

ΔF = 0.191 × 0.01 = 1.9×10⁻³ Ha/bohr.

Direct evaluation with those orbitals gives the same two values to these digits. An energy error of ten microhartree goes with a force error two hundred times larger in number.

Q: That is one special error. What if I just scale some other density error down?

A: Start the loop from a sum of Gaussian densities, carrying 3 and 1 electrons and both 1 bohr wide. Take the difference between the first output density and n*, add a fraction s of it to n*, and run one cycle from that input. The errors of the output are:

s = 0.02: ΔE = 1.50×10⁻⁶ Ha, ΔF = −3.62×10⁻⁴ Ha/bohr
s = 0.01: ΔE = 3.76×10⁻⁷ Ha, ΔF = −1.81×10⁻⁴ Ha/bohr

Halving s divides the energy error by four and the force error by two. At s = 0.01 the bound is √(2 × 0.191 × 3.76×10⁻⁷) = 3.8×10⁻⁴ Ha/bohr, so this error uses about half of it.

Q: Would any energy do? My output also lists a sum of eigenvalues.

A: No. What matters is stationarity. The eigenvalue sum is B, evaluated in the potential of the input density. Write Δn_in for the input error. The potential then changes by KΔn_in, and dB = ⟨n|du⟩ gives

ΔB = ⟨n*|K|Δn_in⟩,

which is first order. In the example it is −2.00×10⁻³ Ha at s = 0.02 and −1.00×10⁻³ Ha at s = 0.01.

The Harris-Foulkes energy repairs this using the input density n_in:

E_HF = B − ⟨V[n_in]|n_in⟩ + W[n_in].

With dV the change of V[n_in] and n_out the output density, its differential is

dE_HF = ⟨n_out|dV⟩ − ⟨dV|n_in⟩ − ⟨V[n_in]|dn_in⟩ + ⟨V[n_in]|dn_in⟩ = ⟨n_out − n_in|dV⟩.

At self-consistency n_out = n_in, so this energy is also stationary. It is not a minimum, however: at s = 0.01 its error is −1.03×10⁻⁶ Ha, while the Kohn-Sham energy error is positive. The bound on the force was derived for the Kohn-Sham energy and does not carry over to E_HF.

Q: If the energy can be repaired, can the force be?

A: Yes, at the price of knowing how the density moves with the ion. Let the input density depend on X and differentiate E_HF. The ionic potential contributes ⟨n_out|g⟩, and the moving input density contributes ⟨n_out − n_in|K|dn_in/dX⟩. To first order K(n_out − n_in) = V[n_out] − V[n_in], since K is the derivative of V. This suggests the corrected force

F_c = −⟨g|n_out⟩ − ⟨V[n_out] − V[n_in]|m⟩,

where m stands for the density change per unit displacement of the ion.

In the loop u = v + V[n_in], so V[n_out] − V[n_in] is just the bracket v + V[n_out] − u found earlier, equal to AΔn. If m is the true derivative χg, the correction is

−⟨AΔn|χg⟩ = −⟨Δn|Aχg⟩ = +⟨Δn|g⟩,

which cancels ΔF = −⟨g|Δn⟩. The remaining error is second order.

At s = 0.01 the force error falls from 1.8×10⁻⁴ to 4.9×10⁻⁸ Ha/bohr in size. The true derivative is costly, though; here it took two further converged calculations. A cheap substitute lets a model atomic density ride rigidly with the ion. With a one-electron Gaussian of width 1 bohr the error is 2.3×10⁻⁵ Ha/bohr, about eight times smaller than without correction. It still halves when s is halved, so it remains first order. The factor of eight belongs to this density error and this width. In other cases the substitute can help less, or even make the force worse.

Q: In a real run I do not scale an error by hand. The mixer does what it likes. Does the square root survive?

A: The bound survives in the regime of small errors. The proportionality needs more care, because the shape of the density error changes. Consider linear mixing, where the next input is n_in + α(n_out − n_in). Write Δn for the output error. In the loop w = KΔn_in, so Δn = χ₀KΔn_in. The next output error is

Δn′ = χ₀K[Δn_in + α(Δn − Δn_in)] = Δn + αχ₀KΔn − αΔn = (1 + αχ₀A)Δn.

The last step uses χ₀A = χ₀K − 1. The matrix Aχ₀A is symmetric, so the error splits into modes that are orthogonal when weighted with A. Each mode is multiplied by its own real number q per cycle. After j cycles

ΔE = Σ aᵢqᵢ²ʲ, with aᵢ ≥ 0,

ΔF = Σ bᵢqᵢʲ, with bᵢ of either sign.

If one mode dominates both sums, the square-root law holds cycle by cycle. While several modes matter, the force contributions can cancel and the energy contributions cannot.

With α = 0.5 and the Gaussian starting density, the model gives:

cycle 4: ΔE = 4.7×10⁻⁵ Ha, |ΔF| = 9.2×10⁻⁴ Ha/bohr
cycle 6: 1.3×10⁻⁶, 8.1×10⁻⁵
cycle 8: 6.5×10⁻⁸, 4.7×10⁻⁶
cycle 9: 1.6×10⁻⁸, 1.4×10⁻⁷
cycle 10: 4.0×10⁻⁹, 7.3×10⁻⁷
cycle 12: 2.7×10⁻¹⁰, 4.6×10⁻⁷
cycle 14: 1.9×10⁻¹¹, 1.7×10⁻⁷

Q: The force error goes up after cycle 9, while the energy keeps improving.

A: It does. With its sign, ΔF is +1.4×10⁻⁷ Ha/bohr at cycle 9 and −7.3×10⁻⁷ Ha/bohr at cycle 10. It passes through zero because contributions of opposite sign cancel and then shrink at different rates. The force then sits at 0.2 percent of its bound at cycle 9 and at 6 percent by cycle 14. A straight line through log|ΔF| against log ΔE for cycles 4 to 14 has slope 0.60, not 0.5. The square root is therefore the law for an error of fixed shape and the law of the worst case. It does not predict each cycle of a run.

Q: Then how do I set the energy threshold?

A: Choose the force error f you can accept and require the bound to lie below it:

√(2kΔE) ≤ f, hence ΔE ≤ f²/(2k).

For the x force on ion B in the model and f = 10⁻⁴ Ha/bohr, which is 5.1×10⁻³ eV/Å,

ΔE ≤ (10⁻⁴)²/(2 × 0.191) = 2.6×10⁻⁸ Ha = 7.1×10⁻⁷ eV.

The run gets there at cycle 9. For f = 10⁻³ Ha/bohr the limit is 2.6×10⁻⁶ Ha, reached at cycle 6, and for f = 10⁻⁵ Ha/bohr it is 2.6×10⁻¹⁰ Ha, reached at cycle 13. Each tenfold gain in the force costs a factor of one hundred in the energy threshold.

That does not mean a hundred times the work. When one mode with factor q dominates, the cycles that reduce the force error by ten are the same cycles that reduce the energy error by a hundred. The threshold looks severe because the energy is a flattering gauge of the density.

Q: And if I keep a threshold of 10⁻⁶ Ha because the energy differences I need are coarser than that?

A: Then an energy error of that size permits a force error of up to √(2 × 0.191 × 10⁻⁶) = 6.2×10⁻⁴ Ha/bohr for the x force on ion B in this model. A coordinate with a larger k allows a larger error. That may be fine for comparing energies and too much for a relaxation or a vibration calculated from small force differences.

Q: My program does not know ΔE. It stops when the energy changes by less than the threshold.

A: The change is what has been gained, and ΔE is what remains. Let c be the last drop in energy and r the ratio of the last drop to the one before it. If the drops continued with the same ratio, the remainder would be

c(r + r² + r³ + …) = cr/(1 − r).

At cycle 8 the last drop is 2.2×10⁻⁷ Ha and the previous one 1.06×10⁻⁶ Ha, so r = 0.20 and the estimate is 5.5×10⁻⁸ Ha. The true remainder is 6.5×10⁻⁸ Ha.

For the Kohn-Sham energy under linear mixing with fixed α, in the linear regime and with every |qᵢ| < 1, this estimate errs on the low side. The drop from cycle j − 1 to cycle j is Σ aᵢqᵢ²⁽ʲ⁻¹⁾(1 − qᵢ²), a sum of non-negative terms, each shrinking by its factor qᵢ². The ratio of successive drops is an average of these factors, weighted by the terms themselves. As the fast terms die out the weight moves to the slow ones, so r can only grow or stay put, and later drops are at least as large as assumed. When r is close to 1, the remainder is many times the last change, and a small change then says little.

Early cycles do not obey this. At cycle 3 the estimate is 1.5×10⁻³ Ha and the true error 3.5×10⁻⁴ Ha, which shows that the linear regime had not been reached.

Q: Could I ignore the energy and watch the forces?

A: Watch them as well, over several cycles. One small change in the force can mislead. From cycle 10 to cycle 11 the size of the force error goes from 7.3×10⁻⁷ to 6.7×10⁻⁷ Ha/bohr. Its sign stays the same, so the force changes by only 0.6×10⁻⁷, a tenth of the error still present.

For the energy criterion you need k. Converge one geometry, displace the ion by a small h, and record the force with the old orbitals before any update, without any self-consistency correction. Then converge and record it again. By the displaced-ion result the two differ by kh in size. Repeat this for the coordinates that matter and use the largest k. Compare f²/(2k) with the estimated remainder, and leave a margin, because under linear mixing that estimate is low. If only the x force on ion B matters, then with a margin of ten and f = 10⁻⁴ Ha/bohr the model run would stop at cycle 11, where the estimate is 1.0×10⁻⁹ Ha.

Q: Where should I not trust this recipe?

A: In the first cycles, where third-order terms count, and near an electronic instability, where A is almost zero for some density change and k can become very large. The estimate from successive drops was derived for linear mixing with a fixed fraction and for the Kohn-Sham energy; for a mixer whose step changes from cycle to cycle, or for another energy expression, the argument does not apply. The derivation assumed a gap and local ionic potentials, so metals with fractional occupations and nonlocal pseudopotentials need their own version of k. Finally, a tight loop removes the loop error alone. A force converged to 10⁻⁵ Ha/bohr at a poor cutoff is a precise force of the poor-cutoff model.
